# Second-Order Wavefunctions and Fourth-Order Energies from Linearized Augmentation: verification in Python

```python
# Result under test: replacing the part of a bound state inside a sphere by
# A*u + B*udot, matched in value and slope, gives a wavefunction error of order
# eps^2 and an energy error of order eps^4, where eps = E - E_nu.
# Symbols (Hartree atomic units, radial functions P = r*R):
#   u     regular solution at E_nu, normalized to one inside the sphere
#   ud, udd   first and second energy derivatives of u;  N = <ud|ud>
#   Ndot  energy derivative of N;  q = fraction of the state inside the sphere
# Model: potential -DEPTH for r < S and zero outside, sphere radius S.
import numpy as np
from mpmath import mp
from scipy.constants import physical_constants
from scipy.optimize import brentq

mp.dps = 50
DEPTH, S = mp.mpf(2), mp.mpf(3)
STEP = mp.mpf(10) ** (-12)          # energy step for finite differences
sin, cos, exp = (np.frompyfunc(f, 1, 1) for f in (mp.sin, mp.cos, mp.exp))


def unit_gauss_rule(n):
    """Gauss-Legendre nodes and weights on [-1, 1] in high precision."""
    def legendre(x):
        p0, p1 = mp.mpf(1), x
        for j in range(2, n + 1):
            p0, p1 = p1, ((2 * j - 1) * x * p1 - (j - 1) * p0) / j
        return p1, n * (x * p1 - p0) / (x * x - 1)
    nodes, weights = [], []
    for guess in np.polynomial.legendre.leggauss(n)[0]:
        x = mp.mpf(float(guess))
        for _ in range(4):
            p, dp = legendre(x)
            x -= p / dp
        nodes.append(x)
        weights.append(2 / ((1 - x * x) * legendre(x)[1] ** 2))
    return np.array(nodes, dtype=object), np.array(weights, dtype=object)


X, W = unit_gauss_rule(40)
r_in, w_in = (X + 1) * (S / 2), W * (S / 2)
PANEL = mp.mpf(5)
r_out = np.concatenate([(X + 1) * (PANEL / 2) + (S + PANEL * i)
                        for i in range(10)])
w_out = np.concatenate([W * (PANEL / 2)] * 10)
r_in_and_edge = np.append(r_in, S)


def regular(l, energy, r):
    """Unnormalized inner solution and its slope, l = 0 or 1."""
    k = mp.sqrt(2 * (energy + DEPTH))
    x = r * k
    if l == 0:
        return sin(x), cos(x) * k
    return sin(x) / x - cos(x), (cos(x) / x - sin(x) / x**2 + sin(x)) * k


def tail(l, kappa, r):
    """Decaying outer solution and its slope, l = 0 or 1."""
    e = exp(r * (-kappa))
    if l == 0:
        return e, e * (-kappa)
    return e * (1 + 1 / (r * kappa)), -e * (1 / r + 1 / (r * r * kappa) + kappa)


def dot_in(f, g):
    return np.sum(w_in * f[0, :-1] * g[0, :-1])


def interior(l, energy):
    """Normalized inner solution: rows value and slope, last column at r = S."""
    f = np.array(regular(l, energy, r_in_and_edge), dtype=object)
    return f / mp.sqrt(dot_in(f, f))


def overlap(f, g):
    return dot_in(f[0], g[0]) + np.sum(w_out * f[1][0] * g[1][0])


def hamiltonian(l, f, g):
    """Energy form with the kinetic energy written with gradients."""
    a, b, c, d = f[0][:, :-1], g[0][:, :-1], f[1], g[1]
    cent = l * (l + 1)
    inner = np.sum(w_in * (a[1] * b[1] + cent * a[0] * b[0] / r_in**2)) / 2
    outer = np.sum(w_out * (c[1] * d[1] + cent * c[0] * d[0] / r_out**2)) / 2
    return inner + outer - DEPTH * dot_in(f[0], g[0])


def exact_level(l, low, high):
    def mismatch(energy):
        energy = mp.mpf(energy)
        p, dp = regular(l, energy, S)
        t, dt = tail(l, mp.sqrt(-2 * energy), S)
        return (p * dt - dp * t) / t
    start = mp.mpf(brentq(lambda e: float(mismatch(e)), low, high))
    return mp.findroot(mismatch, (start, start + mp.mpf(10) ** (-8)))


def exact_state(l, energy):
    inside = interior(l, energy)
    kappa = mp.sqrt(-2 * energy)
    outside = np.array(tail(l, kappa, r_out), dtype=object)
    outside = outside * (inside[0, -1] / tail(l, kappa, S)[0])
    norm = mp.sqrt(1 + np.sum(w_out * outside[0] ** 2))
    return (inside / norm, outside / norm), 1 / norm**2


def linearize(l, energy, psi, eps):
    """Augment the exact tail and two other tails with u and udot."""
    e_nu = energy - eps
    plus, u, minus = (interior(l, e_nu + s * STEP) for s in (1, 0, -1))
    ud = (plus - minus) / (2 * STEP)
    udd = (plus - 2 * u + minus) / STEP**2
    wronskian = u[0, -1] * ud[1, -1] - u[1, -1] * ud[0, -1]

    def match(value, slope):
        return ((value * ud[1, -1] - slope * ud[0, -1]) / wronskian,
                (u[0, -1] * slope - u[1, -1] * value) / wronskian)

    A, B = match(psi[0][0, -1], psi[0][1, -1])
    trial = (u * A + ud * B, psi[1])
    basis, b_coefficients = [trial], [B]
    for factor in (mp.mpf("0.8"), mp.mpf("1.5")):
        kappa = factor * mp.sqrt(-2 * energy)
        t, dt = tail(l, kappa, S)
        a, b = match(mp.mpf(1), dt / t)
        basis.append((u * a + ud * b,
                      np.array(tail(l, kappa, r_out), dtype=object) / t))
        b_coefficients.append(b)
    H, O = mp.matrix(3, 3), mp.matrix(3, 3)
    for i in range(3):
        for j in range(3):
            H[i, j] = hamiltonian(l, basis[i], basis[j])
            O[i, j] = overlap(basis[i], basis[j])
    levels = mp.eig(O**-1 * H, left=False, right=False)
    secular = mp.re(min(levels, key=lambda z: abs(z - energy)))
    M = H - energy * O
    m = M[1:3, 0]
    eliminated = M[0, 0] - (m.T * mp.lu_solve(M[1:3, 1:3], m))[0, 0]
    only_u = (u * (psi[0][0, -1] / u[0, -1]), psi[1])
    delta = psi[0] - trial[0]
    return dict(u=u, ud=ud, udd=udd, wronskian=wronskian, A=A, B=B,
                N=dot_in(ud, ud), Ndot=2 * dot_in(ud, udd),
                wave=mp.sqrt(dot_in(delta, delta)),
                quotient=H[0, 0] / O[0, 0] - energy,
                secular=secular - energy, eliminated=eliminated,
                coupling=M[1, 0], b1=b_coefficients[1],
                only_u=hamiltonian(l, only_u, only_u)
                / overlap(only_u, only_u) - energy,
                ratio=B / A - eps)


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


print(f"well depth = {float(DEPTH):.1f} hartree, radius S = {float(S):.1f} bohr")
tiny = mp.mpf(10) ** (-5)
states = {}
for name, l, low, high in (("1s", 0, -1.858, -1.466),
                           ("2s", 0, -0.746, -0.014),
                           ("1p", 1, -1.448, -0.901)):
    E = exact_level(l, low, high)
    psi, q = exact_state(l, E)
    states[name] = (l, E, psi, q)
    assert abs(hamiltonian(l, psi, psi) - E) < mp.mpf(10) ** (-28)
    d = linearize(l, E, psi, tiny)
    d2 = linearize(l, E, psi, 2 * tiny)
    u, ud, udd, N = d["u"], d["ud"], d["udd"], d["N"]
    # identities at E_nu, limited only by the finite energy step
    small = mp.mpf(10) ** (-15)
    assert abs(d["wronskian"] + 2) < small
    assert abs(dot_in(u, ud)) < small and abs(dot_in(u, udd) + N) < small
    w = udd + u * (3 * N)
    assert abs(w[0, -1]) < small and abs(w[1, -1]) < small
    N_plus, N_minus = (linearize(l, E, psi, tiny - s * mp.mpf(10) ** (-6))["N"]
                       for s in (1, -1))
    assert close((N_plus - N_minus) / (2 * mp.mpf(10) ** (-6)), d["Ndot"], 1e-6)
    # exact matching coefficients at a large energy distance
    far = mp.mpf("0.1")
    g = linearize(l, E, psi, far)
    s0, s1 = dot_in(g["u"], psi[0]), dot_in(g["ud"], psi[0])
    assert abs(g["B"] - far * s0) < small
    assert abs(g["A"] - (s0 - far * s1)) < small
    # leading coefficients; the remainder is one power of eps smaller
    wave_c = mp.sqrt(q * dot_in(w, w)) / 2
    quot_c = q * d["Ndot"] / 4
    only_c = -q * ud[0, -1] / u[0, -1]
    assert close(d["wave"] / tiny**2, wave_c, 2e-3)
    assert close(d["quotient"] / tiny**4, quot_c, 2e-3)
    assert close(d["only_u"] / tiny**2, only_c, 2e-3)
    assert close(d["ratio"] / tiny**3, N, 2e-3)
    assert close(d["coupling"], -mp.sqrt(q) * d["b1"] * N * tiny**2, 2e-3)
    assert close(d["secular"], d["eliminated"], 2e-3)
    order = mp.log(abs(d2["secular"] / d["secular"]), 2)
    assert abs(order - 4) < 0.01
    if name != "2s":
        assert 0 < d["secular"] <= d["quotient"]
    print(f"{name}: exact E = {float(E):.8f} hartree, inside fraction q = "
          f"{float(q):.6f}")
    print(f"{name}: N = {float(N):.5f} hartree^-2, Ndot = "
          f"{float(d['Ndot']):.5f} hartree^-3")
    print(f"{name}: wave error/eps^2 = {float(d['wave'] / tiny**2):.5f}, "
          f"predicted {float(wave_c):.5f} hartree^-2")
    print(f"{name}: expectation error/eps^4 = "
          f"{float(d['quotient'] / tiny**4):.5f}, "
          f"predicted {float(quot_c):.5f} hartree^-3")
    print(f"{name}: u-only error/eps^2 = {float(d['only_u'] / tiny**2):.5f}, "
          f"predicted {float(only_c):.5f} hartree^-1")
    print(f"{name}: secular error/eps^4 = "
          f"{float(d['secular'] / tiny**4):.5f} hartree^-3, "
          f"order = {float(order):.4f}")

l, E, psi, q = states["1s"]
print("1s errors; eps and energies in hartree, wave error = norm of difference")
print("eps      wave        u only      ratio       expectation secular")
table = {}
for text in ("0.2", "0.1", "0.05", "0.025", "-0.1"):
    d = table[text] = linearize(l, E, psi, mp.mpf(text))
    columns = [float(d[key]) for key in
               ("wave", "only_u", "ratio", "quotient", "secular")]
    print(f"{text:7s} " + " ".join(f"{v:11.4e}" for v in columns))
orders = [float(mp.log(abs(table["0.05"][key] / table["0.025"][key]), 2))
          for key in ("wave", "only_u", "ratio", "quotient", "secular")]
print("orders between eps = 0.05 and 0.025: "
      + ", ".join(f"{v:.3f}" for v in orders))
d = table["0.1"]
to_ev = physical_constants["Hartree energy in eV"][0]
print(f"1s, eps = 0.1 hartree: E_nu = {float(E - mp.mpf('0.1')):.8f} hartree")
print(f"  A = {float(d['A']):.6f}, B = {float(d['B']):.6f} hartree, "
      f"N = {float(d['N']):.5f} hartree^-2")
print(f"  Ndot = {float(d['Ndot']):.5f} hartree^-3, q*Ndot*eps^4/4 = "
      f"{float(q * d['Ndot'] / 4 * mp.mpf('0.1')**4):.4e} hartree")
print(f"  expectation energy = {float(E + d['quotient']):.8f} hartree")
print(f"  secular energy = {float(E + d['secular']):.8f} hartree")
print(f"1s exact energy = {float(E) * to_ev:.5f} eV")
print(f"1s expectation error at eps = 0.1 hartree = "
      f"{float(d['quotient']) * to_ev * 1000:.4f} meV")
print("success")
```

Output:

```
well depth = 2.0 hartree, radius S = 3.0 bohr
1s: exact E = -1.60134006 hartree, inside fraction q = 0.968702
1s: N = 2.15524 hartree^-2, Ndot = 5.65096 hartree^-3
1s: wave error/eps^2 = 2.34925, predicted 2.34923 hartree^-2
1s: expectation error/eps^4 = 1.36849, predicted 1.36852 hartree^-3
1s: u-only error/eps^2 = 6.12603, predicted 6.12565 hartree^-1
1s: secular error/eps^4 = 0.83439 hartree^-3, order = 4.0000
2s: exact E = -0.48273918 hartree, inside fraction q = 0.807833
2s: N = 0.66309 hartree^-2, Ndot = -0.68286 hartree^-3
2s: wave error/eps^2 = 0.77218, predicted 0.77219 hartree^-2
2s: expectation error/eps^4 = -0.13791, predicted -0.13791 hartree^-3
2s: u-only error/eps^2 = 0.83829, predicted 0.83828 hartree^-1
2s: secular error/eps^4 = -0.31692 hartree^-3, order = 4.0001
1p: exact E = -1.19290708 hartree, inside fraction q = 0.930237
1p: N = 0.76576 hartree^-2, Ndot = 1.48327 hartree^-3
1p: wave error/eps^2 = 0.85673, predicted 0.85672 hartree^-2
1p: expectation error/eps^4 = 0.34494, predicted 0.34495 hartree^-3
1p: u-only error/eps^2 = 2.69132, predicted 2.69125 hartree^-1
1p: secular error/eps^4 = 0.21032 hartree^-3, order = 4.0000
1s errors; eps and energies in hartree, wave error = norm of difference
eps      wave        u only      ratio       expectation secular
0.2      6.8643e-02  1.8333e-01  1.1972e-02  1.2590e-03  8.7199e-04
0.1      2.0254e-02  5.3777e-02  1.7853e-03  1.0274e-04  6.7241e-05
0.05     5.4694e-03  1.4423e-02  2.4474e-04  7.3908e-06  4.6784e-06
0.025    1.4181e-03  3.7211e-03  3.2080e-05  4.9658e-07  3.0867e-07
-0.1     2.6422e-02  6.6132e-02 -2.6562e-03  1.8659e-04  1.0400e-04
orders between eps = 0.05 and 0.025: 1.947, 1.955, 2.931, 3.896, 3.922
1s, eps = 0.1 hartree: E_nu = -1.70134006 hartree
  A = 0.957900, B = 0.097500 hartree, N = 1.61901 hartree^-2
  Ndot = 4.94625 hartree^-3, q*Ndot*eps^4/4 = 1.1979e-04 hartree
  expectation energy = -1.60123732 hartree
  secular energy = -1.60127282 hartree
1s exact energy = -43.57468 eV
1s expectation error at eps = 0.1 hartree = 2.7957 meV
success
```
